# Radial Eigenvalues by Sturm Bisection, Node Counting and Inverse Iteration

## Five points by hand

Take the s states of hydrogen in Hartree atomic units and write the wave function as $u(r)/r$ times a constant. Then

$$-\tfrac12u''(r)-\frac1r\,u(r)=E\,u(r),\qquad u(0)=0 .$$

Put a hard wall at $R=6$ bohr, so that $u(6)=0$, and keep only the points $r_i=i$ with spacing $h=1$. Replacing $u''$ by $u_{i+1}-2u_i+u_{i-1}$ gives

$$-\tfrac12u_{i-1}+d_iu_i-\tfrac12u_{i+1}=E\,u_i,\qquad d_i=1-\frac1i,\quad i=1,\dots,5 .$$

This is an eigenvalue problem for a $5\times5$ tridiagonal matrix with diagonal $0,\ 0.5,\ 0.6667,\ 0.75,\ 0.8$ and off-diagonal elements $-\tfrac12$. It is crude, but it can be followed by hand.

How many of its eigenvalues lie below $x=-0.1$? Put $x$ in place of $E$, start from $u_0=0$, $u_1=1$, and solve each row for the next value:

$$u_{i+1}=2(d_i-x)u_i-u_{i-1}.$$

The first steps are

$$u_2=2(0.1)(1)-0=0.2,\qquad u_3=2(0.6)(0.2)-1=-0.76 .$$

Going on, $u_4=-1.3653$, $u_5=-1.5611$ and $u_6=-1.4446$. The sequence changes sign once, between $u_2$ and $u_3$.

Only ratios matter for signs, so define $q_i=\tfrac12u_{i+1}/u_i$. Dividing the recurrence by $2u_i$ gives $q_i=d_i-x-\tfrac14/q_{i-1}$, with $q_1=d_1-x$. Hence

$$q_1=0.1,\qquad q_2=0.6-\frac{0.25}{0.1}=-1.9,\qquad q_3=0.7667+\frac{0.25}{1.9}=0.8982,$$

followed by $0.5717$ and $0.4627$. One $q$ is negative. Full diagonalization gives the eigenvalues $-0.4123,\ 0.0242,\ 0.5167,\ 1.0591,\ 1.5289$ hartree, and one of them lies below $-0.1$. The three counts agree.

Now use the count to search. No eigenvalue lies below $-1$ (a bound derived below), so the lowest one is between $-1$ and $-0.1$. At the midpoint $x=-0.55$ the recurrence gives $1,\ 1.1,\ 1.31,\ 2.09,\ 4.12,\ 9.03$. There is no sign change, so the level lies between $-0.55$ and $-0.1$. Each further count halves the interval.

The trial energy $x=0$ shows a special case. Here $u_2=2(0)(1)-0=0$, so $q_1=0$ and the next division fails. The sequence itself is harmless: $1,\ 0,\ -1,\ -\tfrac43,\ -1,\ -\tfrac4{15}$. It passes from plus to minus through the zero, which is one sign change, and one eigenvalue is negative.

## The general matrix

For an electron in a given central potential $V(r)$ with angular momentum $l$,

$$-\tfrac12u''+\left[V(r)+\frac{l(l+1)}{2r^2}\right]u=Eu,\qquad u(0)=u(R)=0 .$$

In a many-electron atom this is the orbital equation of a mean-field model with a local potential. With $r_i=ih$, $(N+1)h=R$ and the same three-point difference, the matrix $T$ has off-diagonal elements $-b$ and diagonal elements $d_i$:

$$b=\frac1{2h^2},\qquad d_i=\frac1{h^2}+V(r_i)+\frac{l(l+1)}{2r_i^2}.$$

For each trial energy $x$, the outward solution is defined by $u_0=0$, $u_1=1$ and

$$b\,u_{i+1}=(d_i-x)u_i-b\,u_{i-1},\qquad i=1,\dots,N. \tag{1}$$

Dividing by $u_i$ and setting $q_i=b\,u_{i+1}/u_i$ gives

$$q_1=d_1-x,\qquad q_i=d_i-x-\frac{b^2}{q_{i-1}}. \tag{2}$$

These are also the pivots of Gaussian elimination on $T-x$. After row $i-1$ has been reduced to $q_{i-1}$ followed by $-b$, adding $b/q_{i-1}$ times that row to row $i$ removes the element $-b$ and leaves $d_i-x-b^2/q_{i-1}$ on the diagonal.

Since $b>0$, $q_i$ is negative when $u_i$ and $u_{i+1}$ have opposite signs. The number of negative pivots is therefore the number $S(x)$ of sign changes in $u_1,\dots,u_{N+1}$.

## Why the count equals the number of lower levels

**Eigenvalues are zeros at the wall.** The outward solution satisfies every row of $(T-x)u=0$ except possibly the last, where $T$ has no term $-b\,u_{N+1}$. So if $u_{N+1}(x)=0$, then $x$ is an eigenvalue. Conversely, an eigenvector must have a nonzero first component, because otherwise (1) would make all components vanish. Scaled to $u_1=1$, it is the outward solution, and its last row requires $u_{N+1}=0$. This also shows that each eigenvalue has one independent eigenvector.

**Interior zeros do not change the count.** Each $u_i(x)$ is a polynomial in $x$ and so varies continuously. Suppose $u_i=0$ for some $2\le i\le N$. Equation (1) then gives $u_{i+1}=-u_{i-1}$. Neither neighbour is zero, since two consecutive zeros would force $u_1=0$. The neighbours have opposite signs, and there is one sign change between them whether $u_i$ is slightly positive, zero or slightly negative. In (2) a vanishing pivot may therefore be replaced by a tiny number of either sign. If it is positive, the next pivot is large and negative. If it is negative, the next is large and positive. Either way the pair contributes one.

**A zero at the wall raises the count by one.** Let $w_i=du_i/dx$. Differentiating (1) gives

$$b\,w_{i+1}=(d_i-x)w_i-b\,w_{i-1}-u_i .$$

Multiply this by $u_i$, multiply (1) by $w_i$, and subtract. The terms with $d_i-x$ cancel:

$$b(w_{i+1}u_i-u_{i+1}w_i)=b(w_iu_{i-1}-u_iw_{i-1})-u_i^2 .$$

The first bracket on the right is the left side with $i$ lowered by one. It vanishes for $i=1$, because $u_0=w_0=w_1=0$. Summing from $1$ to $N$,

$$b(w_{N+1}u_N-u_{N+1}w_N)=-\sum_{i=1}^{N}u_i^2 .$$

Dividing by $u_N^2$ turns the left side into the derivative of $b\,u_{N+1}/u_N$:

$$\frac{dq_N}{dx}=-\sum_{i=1}^{N}\frac{u_i^2}{u_N^2}<0. \tag{3}$$

At an eigenvalue $u_{N+1}=0$ and $u_N\ne0$, so $q_N$ passes through zero from positive to negative. One sign change enters at the wall.

**The count starts at zero.** If $d_i-x>2b$ for all $i$, then $u_{i+1}>2u_i-u_{i-1}$, or $u_{i+1}-u_i>u_i-u_{i-1}$. The first difference is $u_1-u_0=1$, so the sequence rises and has no sign change.

As $x$ increases from there, $S(x)$ rises by one at each eigenvalue and changes nowhere else. Therefore

$$S(x)=\text{number of eigenvalues of }T\text{ below }x, \tag{4}$$

for every $x$ that is not itself an eigenvalue.

The node theorem follows. Number the levels $E_0<E_1<\dots$ Just below $E_k$ there are $k$ sign changes, and $q_N>0$, so none lies between points $N$ and $N+1$. All $k$ lie among $u_1,\dots,u_N$, and at $E_k$ this sequence is the eigenvector. Eigenvector $k$ thus has $k$ interior nodes. With the usual label $n$, an orbital has $k=n-l-1$, so "find 3s" means $l=0$, $k=2$.

The free case $V=0$, $l=0$ shows the theorem in closed form. The vector $u_i=\sin(i\theta)$ satisfies the rows with $E=(1-\cos\theta)/h^2$, and the wall requires $\theta=(k+1)\pi/(N+1)$. The sine then has $k$ interior sign changes. With $p=\theta/h$, expansion gives $E=p^2/2-p^4h^2/24+\dots$, so the low levels approach the continuum values. At the top of the spectrum $\theta$ is close to $\pi$ and the vector alternates from point to point. The count is still correct for the matrix, but such states do not represent solutions of the differential equation.

## Bisection

A starting interval comes from the largest component $v_m$ of an eigenvector. Its row reads $(E-d_m)v_m=b(-v_{m-1}-v_{m+1})$, so $|E-d_m|\le2b$. All eigenvalues lie between $\min d_i-2b$ and $\max d_i+2b$. For the five-point matrix this gives $-1$ and $1.8$.

To find level $k$:

1. Take the midpoint $x$ of the interval and count negative pivots with (2).
2. If the count exceeds $k$, then $E_k<x$ and the upper end moves to $x$. Otherwise the lower end moves to $x$.
3. Repeat until the width is below the tolerance.

No other level has to be computed, and no starting guess is needed. The number of halvings is the base-2 logarithm of initial width over tolerance, rounded up.

Rounding affects the count mildly. Each computed step satisfies (2) with $d_i-x$ and $b^2$ changed by a few relative rounding units, barring overflow. The count is thus correct for a slightly altered matrix, whose eigenvalues differ from those of $T$ by at most a few times the machine precision times the largest eigenvalue magnitude. Call that product the rounding floor. It sets the scale of a bound, and the actual error may be smaller, but accuracy below the floor is not guaranteed however small the tolerance.

## Inverse iteration

The outward solution at the computed $E_k$ can be a poor source for the eigenvector when the wall lies many decay lengths beyond the outer turning point. Far out, where $V$ is small and $E<0$, solutions behave roughly as $e^{-\kappa r}$ and $e^{+\kappa r}$ with $\kappa=\sqrt{-2E}$. A tiny error in energy or arithmetic admits the growing part, which gains a factor $e^{2\kappa r}$ relative to the decaying one.

Instead choose a shift $\sigma$ near $E_k$, solve

$$(T-\sigma)y=v,$$

normalize $y$, and use it as the next $v$. With orthonormal eigenvectors $v_j$ and $v=\sum_jc_jv_j$,

$$y=\sum_j\frac{c_j}{E_j-\sigma}\,v_j .$$

Relative to the wanted component, component $j$ shrinks in each step by

$$\rho_j=\left|\frac{E_k-\sigma}{E_j-\sigma}\right| . \tag{5}$$

The slowest decay belongs to the other level nearest $\sigma$. For the five-point ground state with $\sigma=-0.4$, the factor is $0.0123/0.4242\approx0.03$. In exact arithmetic the method needs $c_k\ne0$ in the starting vector, although in practice rounding often supplies a missing component. It slows down if $\sigma$ is almost equally far from two levels.

With $\sigma$ taken from bisection the system is nearly singular. The large factor $1/(E_k-\sigma)$ acts on the wanted direction, so the main effect of small errors in the solve is on the length of $y$, which normalization removes. The elimination should exchange neighbouring rows whenever the pivot is smaller in magnitude than the element below it, which keeps the multipliers at most one in size. The sign count needs no such exchanges.

The residual provides a check. If $v$ is normalized and $y$ solves the system, then $y/\|y\|$ has the residual norm $\|(T-\sigma)y\|/\|y\|=1/\|y\|$. For any normalized vector the squared residual is $\sum_j(E_j-\sigma)^2c_j^2$, which is at least the squared distance from $\sigma$ to the nearest eigenvalue. A small residual therefore guarantees a level near $\sigma$, and pivot counts just below and just above that level say which one it is. The nodes of the vector are a safe label only after it has converged well, because a small admixture of a higher level can add a node in the tail.

## How far the grid is from the atom

Bisection makes the matrix eigenvalue precise, not the physics. For $V=-Z/r$, $l=0$ and no outer wall, the grid error can be found in closed form. Multiply the grid equation by $-2h^2$, insert $u_i=t^ip(i)$ with $0<t<1$, and divide by $t^i$:

$$t\,p(i+1)+t^{-1}p(i-1)+(2h^2E-2)p(i)+\frac{2Zh}{i}\,p(i)=0 .$$

Let $p$ be a polynomial of degree $n$ with no constant term, so that $u_0=0$ and $p(i)/i$ is a polynomial. The powers $i^n$ and $i^{n-1}$ require

$$t+t^{-1}-2+2h^2E=0,\qquad n(t-t^{-1})+2Zh=0 .$$

The coefficient $c_m$ of each lower power $i^m$ first appears at order $i^{m-1}$ with the factor $m(t-t^{-1})+2Zh=2Zh(1-m/n)$. This is nonzero for $m<n$, so the remaining coefficients can be solved in turn. Writing $t=e^{-\kappa h}$ gives $\sinh\kappa h=Zh/n$ and $E=(1-\cosh\kappa h)/h^2$, hence

$$E_n=\frac{1-\sqrt{1+Z^2h^2/n^2}}{h^2}=-\frac{Z^2}{2n^2}+\frac{Z^4h^2}{8n^4}-\dots \tag{6}$$

For $Z=1$, $h=0.1$, the $n=1$ value is $-0.49875621$ hartree. Bisection with a wall at 60 bohr gives the same digits, and it also matches (6) for $n=2$ and $3$.

The leading error is proportional to $h^2$. If $E(h)=E+ch^2$, then $E(h/2)=E+ch^2/4$, and $c$ drops out of

$$E\approx\frac{4E(h/2)-E(h)}{3}. \tag{7}$$

## A screened model atom

Consider the potential

$$V(r)=-\frac{1+9e^{-2r}}{r},$$

with nuclear charge 10 close in and unit charge far out. The parameters are round model values. The potential is fixed, not self-consistent, and represents no particular element.

With $h=0.01$ and $R=40$ bohr, $N=3999$ and $b=5000$ hartree. For $l=0$ the starting interval runs from $-982.18$ to $19999.97$ hartree. At a tolerance of $10^{-11}$ hartree, $\log_2(20982/10^{-11})\approx50.9$, so 51 halvings are needed. The rounding floor is about $4\times10^{-12}$ hartree.

The s-level counts at $-20$, $-1$ and $-0.1$ hartree are 1, 2 and 3. The third s level therefore lies between $-1$ and $-0.1$ before any level has been computed. Each $l$ has its own matrix. Six chosen levels are:

| Level | $k$ | $E$ (hartree) | Nodes |
|---|---|---|---|
| 1s | 0 | −34.28865 | 0 |
| 2s | 1 | −2.24159 | 1 |
| 3s | 2 | −0.19291 | 2 |
| 2p | 0 | −1.48437 | 0 |
| 3p | 1 | −0.11651 | 1 |
| 3d | 0 | −0.05587 | 0 |

Nodes were counted where the vector exceeds $10^{-6}$ of its maximum, since signs in a tail at rounding level mean nothing. The eigenvalues agree with full diagonalization to within $10^{-9}$ hartree.

The 3d level is close to the unit-charge value $-1/18=-0.05556$. The hydrogenic function $u\propto r^3e^{-r/3}$ feels the extra attraction $-9e^{-2r}/r$ only weakly, because $u^2$ starts as $r^6$. To first order the shift is

$$-9\,\frac{\int_0^\infty r^5e^{-8r/3}dr}{\int_0^\infty r^6e^{-2r/3}dr}=-9\,\frac{0.3337}{12302}\approx-0.00024\ \text{hartree}.$$

The computed shift is $-0.00031$ hartree. It is larger in size, as expected when the orbital can adjust to the added attraction.

To test (5), the 3s vector was also sought with a deliberately poor shift, 30% of the way from 3s to 4s. The 4s level is at $-0.07259$ hartree, so $\sigma=-0.15682$ hartree and the predicted factor is $0.3/0.7=0.4286$. The measured error factor late in the iteration is $0.4286$.

On the grid with $h=0.01$ the vector gives a 3s mean radius of $\sum_ir_iv_i^2=3.977$ bohr. Adding a weak potential $\varepsilon r$ changes the energy to first order by $\varepsilon\langle r\rangle$. The slope found from bisection alone is also $3.977$ bohr, which checks the vector through energies. Both numbers refer to the same matrix and share its grid error; the continuum value is about $3.974$ bohr.

Halving $h$ moves 3s from $-0.192911$ to $-0.193032$ hartree, and (7) gives

$$E_{3s}\approx\frac{4(-0.193032)+0.192911}{3}=-0.193072\ \text{hartree}=-5.254\ \text{eV}.$$

Adaptive integration of the differential equation in the same box agrees within $10^{-7}$ hartree. The grid error at $h=0.01$ was thus $1.6\times10^{-4}$ hartree, about $0.08\%$ of the 3s energy and far above the bisection tolerance. The 1s level moves by $0.09$ hartree when $h$ is halved, so most of its digits in the table describe the matrix and not the continuum model, whose 1s level is near $-34.409$ hartree. At $h=0.01$ the tabulated 2s level lies about $5\times10^{-3}$ hartree above its continuum value, while 2p and 3p lie about $1\times10^{-3}$ and $1.5\times10^{-5}$ hartree below theirs, so the sign of the grid error found in (6) for s states does not carry over to these p levels. Only 3d is converged to all the digits in the table.

The wall matters for weakly bound states. A unit-charge tail supports an endless series of levels below zero, but the box holds 6 negative s levels for $R=40$ bohr and 9 for $R=80$ bohr. Levels whose outer turning point, about $1/|E|$, is near or beyond $R$ belong to the box. For 3s it is near 5 bohr, well inside.

The method has been derived here for a real symmetric tridiagonal matrix. For the pivot count, unequal nonzero off-diagonal elements are allowed if $b^2$ in (2) is replaced by the square of the element linking points $i-1$ and $i$, and $b$ in the starting interval by the largest element magnitude. The node theorem needs in addition that all these elements be negative. Nonlocal exchange, as in the Hartree–Fock equations, couples distant points. The matrix is then no longer tridiagonal, and neither the short recurrence nor this proof of the node theorem applies.

The numerical output below lists the levels in the table with more digits.

## Numbers as computed

```
Five-point hydrogen, h = 1 bohr, trial energy -0.10 hartree
  diagonal (hartree): 0.0000 0.5000 0.6667 0.7500 0.8000
  b = 0.50 hartree
  pivots (hartree): 0.1000 -1.9000 0.8982 0.5717 0.4627
  outward u_1..u_6: 1.0000 0.2000 -0.7600 -1.3653 -1.5611 -1.4446
  eigenvalues (hartree): -0.4123 0.0242 0.5167 1.0591 1.5289
  negative pivots: 1
Hydrogen s levels, h = 0.1 bohr, R = 60 bohr (hartree)
  n=1 bisection -0.49875621 closed grid formula -0.49875621 continuum -0.50000000
  n=2 bisection -0.12492197 closed grid formula -0.12492197 continuum -0.12500000
  n=3 bisection -0.05554013 closed grid formula -0.05554013 continuum -0.05555556
Model atom: Z = 10, a = 2 per bohr, h = 0.01 bohr, R = 40 bohr
  matrix size N = 3999, b = 5000 hartree
  Gershgorin bounds: -982.18 to 19999.97 hartree
  rounding floor, epsilon times norm: 4.4e-12 hartree
  s levels below -60.00 hartree: 0
  s levels below -20.00 hartree: 1
  s levels below -1.00 hartree: 2
  s levels below -0.10 hartree: 3
  s levels below -0.04 hartree: 4
  s levels below 1.00 hartree: 20
  slope of last pivot at -0.1 hartree: difference -131.2205, sum -131.2205
Chosen levels (hartree), nodes, residual norm (hartree)
  1s  k=0  E = -34.28865334  nodes 0  residual 1.5e-12
  2s  k=1  E = -2.24159456  nodes 1  residual 3.9e-12
  3s  k=2  E = -0.19291134  nodes 2  residual 2.9e-12
  2p  k=0  E = -1.48436927  nodes 0  residual 1.4e-12
  3p  k=1  E = -0.11650913  nodes 1  residual 6.4e-12
  3d  k=0  E = -0.05587017  nodes 0  residual 3.6e-12
Halvings for 3s: 51 at tolerance 1e-11 hartree
4s level: -0.07259444 hartree; poor shift: -0.156816 hartree
Error factor per step: measured 0.4286, predicted 0.4286
3s mean radius: vector 3.97680, energy response 3.97680 bohr
1s at h/2: -34.37903908 hartree
3s at h/2: -0.19303166 hartree
3s extrapolated: -0.19307177 hartree = -5.25375 eV
3s by adaptive integration: -0.19307184 hartree
Negative s levels: 6 for R = 40 bohr, 9 for R = 80 bohr
```
